\section*{Zone-centre hafnium–oxygen orbital mixing in cubic hafnia from site permutations}

\section{Symmetry fixes the form}

In cubic fluorite hafnia the Hf atoms form an fcc lattice with cube edge $a$. Each primitive cell holds one Hf at the origin and two oxygens, O1 and O2, at
\begin{equation}
\boldsymbol\tau_1=\tfrac a4(1,1,1),\qquad \boldsymbol\tau_2=-\tfrac a4(1,1,1).
\end{equation}
Let $H$ be a one-electron Hamiltonian without spin-orbit coupling that has the full symmetry of this crystal. It may be non-local. From each orbital we form the Bloch sum at $\mathbf k=0$, in which every cell enters with the same phase. A lattice translation then acts as the identity, so a rotation about Hf does two things to an oxygen sum: it permutes the labels 1 and 2, and it turns the orbital.

Three kinds of operation are enough.
\begin{itemize}
\item The half-turn $C_x:(x,y,z)\to(x,-y,-z)$ sends $\boldsymbol\tau_1$ to $\frac a4(1,-1,-1)=\boldsymbol\tau_1-\frac a2(0,1,1)$. The difference is a lattice vector, so O1 stays O1. Reversing all signs shows that O2 stays O2. The half-turns $C_y$ and $C_z$ behave likewise.
\item The threefold turn $C$, which cycles $x\to y\to z\to x$, leaves both $\boldsymbol\tau_1$ and $\boldsymbol\tau_2$ in place.
\item Inversion $I$ exchanges O1 and O2.
\end{itemize}

\subsection*{Half-turns}
Suppose a symmetry operation multiplies $|A\rangle$ by $\eta_A=\pm1$ and $|B\rangle$ by $\eta_B=\pm1$. Since it is unitary and commutes with $H$,
\begin{equation}
\langle A|H|B\rangle=\eta_A\eta_B\langle A|H|B\rangle ,
\end{equation}
and the element vanishes if the signs differ. Under $(C_x,C_y,C_z)$ the signs are
\begin{align}
3z^2-r^2,\;x^2-y^2,\;s_1,\;s_2 &: (+,+,+),\\
yz,\;p_{x1},\;p_{x2} &: (+,-,-),\\
zx,\;p_{y1},\;p_{y2} &: (-,+,-),\\
xy,\;p_{z1},\;p_{z2} &: (-,-,+).
\end{align}
Hence the e pair does not couple to any O $2p$ sum, the t$_{2g}$ functions do not couple to O $2s$, and $yz$ can meet $p_x$ but not $p_y$ or $p_z$.

\subsection*{Threefold turn}
The half-turns leave e--$2s$ open. Write a d orbital as $\mathbf r^{T}Q\,\mathbf r$ times a radial function, with $Q$ symmetric and traceless. For the e pair $Q$ is diagonal, and $C$ cycles its diagonal entries. In $(1+C+C^2)|e\rangle$ each diagonal entry is therefore $Q_{xx}+Q_{yy}+Q_{zz}=0$. The sums $|s_j\rangle$ are unchanged by $C$, so $\langle e|H|s_j\rangle$ keeps its value when $e$ is replaced by $Ce$ or $C^2e$. Adding the three equal numbers gives
\begin{equation}
3\langle e|H|s_j\rangle=\langle(1+C+C^2)e|H|s_j\rangle=0 .
\end{equation}

\subsection*{Inversion}
Inversion leaves $yz$ unchanged and reverses the lobes of a p orbital while moving it to the other site, so $p_{x1}\to-p_{x2}$. Therefore
\begin{equation}
\langle yz|H|p_{x1}\rangle=-\langle yz|H|p_{x2}\rangle\equiv w .
\end{equation}
The in-phase sum $p_{x1}+p_{x2}$ drops out, and the normalized antiphase sum couples by
\begin{equation}
W=\Big\langle yz\Big|H\Big|\tfrac{1}{\sqrt2}(p_{x1}-p_{x2})\Big\rangle=\tfrac{1}{\sqrt2}(w+w)=\sqrt2\,w .
\end{equation}
The threefold turn carries $yz\to zx\to xy$ together with $p_x\to p_y\to p_z$, so $W$ is common to all three pairs.

The same arguments hold with $H$ replaced by the identity, so the overlap matrix $S$ has the same zeros. In the equation $(H-ES)c=0$ for the Hf $5d$, O $2s$ and O $2p$ sums, the e pair is a separate block. This is the non-mixing claim.

Two limits of the claim belong here. First, symmetry permits $W$ but does not make it non-zero; that needs a look at the bonds. Secondly, the e states need not be pure Hf $5d$. In-phase O $3d$ functions with diagonal $Q$ have the same symmetry as the Hf e pair and can mix with it.

As a test, a random symmetric $13\times13$ matrix in the basis of five d, two s and six p sums was averaged over all 48 cubic operations, and separately over the 24 generated by the half-turns, $C$ and $I$. Both averages had e--O elements below $10^{-12}$ and the antiphase t$_{2g}$--$2p$ pattern. A character count over the 48 operations, of which 24 keep O1 in place, gives no free constant for e with $2s$ or $2p$, one for t$_{2g}$ with $2p$, and one for e with O $3d$.

\section{The simplest case: one bond}

To find the size of $W$, place one oxygen at distance $d$ from Hf in the direction of the unit vector $\mathbf u$, with its p lobe along the unit vector $\mathbf n$. In the two-centre approximation the bond is axially symmetric. The coupling $T$ is then a scalar, linear in $Q$ and in $\mathbf n$, and otherwise built from $\mathbf u$. Since $\operatorname{tr}Q=0$, and since the triple product $\mathbf n\cdot(\mathbf u\times Q\mathbf u)$ changes sign under reflection, what remains is
\begin{equation}
T=A\,(\mathbf u^TQ\mathbf u)(\mathbf u\cdot\mathbf n)+B\,\mathbf n^TQ\mathbf u .
\label{T}
\end{equation}

Normalize the orbitals by $\operatorname{tr}Q^2=\frac32$. Then $3z^2-r^2$ has $Q=\mathrm{diag}(-\frac12,-\frac12,1)$, and $yz$ has $Q_{yz}=Q_{zy}=\frac{\sqrt3}2$, with $zx$ and $xy$ alike. Put the oxygen on the $+z$ axis:
\begin{align}
3z^2-r^2\text{ with }p_z:\quad & V_\sigma=A+B,\\
zx\text{ with }p_x:\quad & V_\pi=\tfrac{\sqrt3}{2}B .
\end{align}
Hence $B=2V_\pi/\sqrt3$ and $A=V_\sigma-2V_\pi/\sqrt3$. In this convention d is at the origin and the positive p lobe of the $\sigma$ bond points away from Hf.

Gaussian orbitals (exponents $0.25$ for d and $0.35$ bohr$^{-2}$ for p) at the hafnia bond length test the rule, since overlaps obey the same form. Quadrature gives a $\sigma$ overlap of $-0.330$ and a $\pi$ overlap of $+0.185$. Inserted in (\ref{T}), these two numbers reproduce the directly integrated overlaps of all fifteen d--p pairs within $10^{-5}$ for two oblique directions. The signs are opposite. If hopping has the sign opposite to overlap, as for an attractive potential in the bond, then $V_\sigma>0$ and $V_\pi<0$.

Now take a cube diagonal, $u_i=\pm1/\sqrt3$. For an e orbital
\begin{equation}
\mathbf u^TQ\mathbf u=\tfrac13\operatorname{tr}Q=0 .
\label{node}
\end{equation}
Its coupling to O $2s$, which in this approximation is $V_{sd}\,\mathbf u^TQ\mathbf u$, vanishes bond by bond, and so does the first term of (\ref{T}). The second term does not: one bond still couples e to $2p$. The full crystal must supply the remaining cancellation.

For $yz$ and $p_x$, $\mathbf u^TQ\mathbf u=\sqrt3\,u_yu_z$ and $(Q\mathbf u)_x=0$, so
\begin{equation}
T=\sqrt3A\,u_xu_yu_z=(\sqrt3V_\sigma-2V_\pi)\,u_xu_yu_z .
\label{yzpx}
\end{equation}

\section{From one bond to eight}

Hf has eight oxygen neighbours at the corners of a cube. The four of type O1 have $u_xu_yu_z=+1/(3\sqrt3)$ and form a tetrahedron; the four of type O2 form the opposite one, with $u_xu_yu_z=-1/(3\sqrt3)$. At $\mathbf k=0$ the bonds of one type are simply added.

For the e pair, each tetrahedron gives
\begin{equation}
B\,\mathbf n^TQ\sum_{\rm 4\ bonds}\mathbf u=0,
\end{equation}
because the four unit vectors add to zero. The general theorem thus appears in two parts: the $\sigma$ part is absent from every bond, and the $\pi$ part cancels in the sum.

For $yz$ and $p_{x1}$, the four equal terms (\ref{yzpx}) give $w=4(\sqrt3V_\sigma-2V_\pi)/(3\sqrt3)$, and
\begin{equation}
W=\sqrt2\,w=\sqrt{\tfrac{32}{27}}\,\big(\sqrt3V_\sigma-2V_\pi\big).
\label{W}
\end{equation}
With $V_\sigma>0>V_\pi$ the two parts add. In this approximation $W$ vanishes if $\sqrt3V_\sigma=2V_\pi$, which requires equal signs.

\subsection*{All neighbours}
The theorem does not rest on nearest neighbours. For a test beyond them, a crystal was built from 749 plane waves with $a=0.51$ nm. Its potential is a sum of Gaussian wells $-D\,e^{-r^2/b^2}$ with $D=3$ hartree, $b=1.5$ bohr on Hf and $1.2$ bohr on O. It is a symmetric test potential, not that of hafnia. With the same Gaussian orbitals, plus an O s function of exponent $0.35$ bohr$^{-2}$, the e--O elements of both $H$ and $S$ were below $10^{-10}$ (hartree for $H$).

The antiphase t$_{2g}$--$2p$ overlap was $-1.015$ with all neighbours and $-1.025$ from the eight bonds through (\ref{W}), with overlaps in place of $V$. A magnitude above one is possible because the orbitals are normalized as free orbitals, not as Bloch sums. The corresponding element of $H$ was $-2.39$ eV. With so large an overlap this number depends on the zero of energy, so it is not a hybridization strength.

Among the lowest 40 eigenstates, none had a product of e and O amplitudes above $10^{-8}$, whereas the product of t$_{2g}$ and O amplitudes was large. Its value depends on the basis chosen within each degenerate triplet; with the triplets aligned to $yz$, $zx$ and $xy$ the largest product is $0.76$. As a control, moving both oxygens by $0.1$ bohr along $z$ produced an e--$2p$ overlap of $0.047$.

\section{Levels at the zone centre}

Take a tight-binding model with orthogonal orbitals, nearest Hf--O hopping and one on-site energy $\varepsilon_d$ for all five d orbitals. Let $\Delta=\varepsilon_d-\varepsilon_p>0$. The e level stays at $\varepsilon_d$ and the in-phase $2p$ level at $\varepsilon_p$. Each t$_{2g}$ function and its antiphase partner obey
\begin{equation}
(\varepsilon_d-E)(\varepsilon_p-E)-W^2=0 .
\end{equation}
Completing the square about the mean energy gives
\begin{equation}
E_\pm=\frac{\varepsilon_d+\varepsilon_p}2\pm D,\qquad D=\sqrt{\frac{\Delta^2}{4}+W^2}.
\end{equation}
To get the oxygen weight $P$ of the upper state, use its first row, $(\varepsilon_d-E_+)c_d+Wc_p=0$, and $E_+-\varepsilon_d=D-\Delta/2$:
\begin{equation}
P=\frac{(D-\Delta/2)^2}{(D-\Delta/2)^2+W^2}=\frac{D-\Delta/2}{2D}
=\frac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+4W^2}}\right).
\label{P}
\end{equation}
The middle step uses $W^2=(D-\Delta/2)(D+\Delta/2)$. For $W\to0$, $P\to W^2/\Delta^2$ and the upper state returns to pure d. For $W\gg\Delta$, $P\to\frac12$.

\subsection*{Numbers in the hafnia regime}
Choose $a=0.51$ nm, so that $d=\sqrt3a/4=0.221$ nm, and round energies $\varepsilon_p=0$, $\varepsilon_d=6$ eV, $V_\sigma=1.8$ eV and $V_\pi=-0.8$ eV. The $2s$ level lies 17 eV below $2p$, with $V_{sd}=-2.0$ eV. A single bond along $[111]$ couples $3z^2-r^2$ to $p_z$ by $-0.53$ eV and $yz$ to O $2s$ by $-1.15$ eV; both cancel in the crystal sum. The bond element of $yz$ with $p_x$ is $0.908$ eV, and its contributions add:
\begin{equation}
W=4\sqrt2\times0.908\ \text{eV}=5.14\ \text{eV}.
\end{equation}
Of this, $3.39$ eV comes from $V_\sigma$ and $1.74$ eV from $V_\pi$. Then
\begin{equation}
D=\sqrt{3.00^2+5.14^2}\ \text{eV}=5.95\ \text{eV},\qquad E_\pm=3.00\pm5.95\ \text{eV}.
\end{equation}
The antibonding t$_{2g}$ level is at $8.95$ eV, $2.95$ eV above the e level, and has 24.8\% O $2p$ weight. The bonding level is at $-2.95$ eV. Diagonalizing the 13-orbital matrix confirms these levels and zero oxygen weight in the e pair.

Since the two d sets start at one energy, their splitting here is due entirely to mixing with oxygen. Further hopping shifts it. With O--O hopping $pp\sigma=0.5$ and $pp\pi=-0.1$ eV between O1 and O2, and Hf--Hf hopping $dd\sigma=-0.4$ eV, the e level falls to $5.40$ eV and the upper t$_{2g}$ level to $7.90$ eV. The splitting becomes $2.50$ eV, but the e pair still has no oxygen weight, since these hoppings keep the symmetry.

\section{Leaving the zone centre}

At $\mathbf k\ne0$ the bonds acquire phases and the tetrahedral sum need not vanish. Let $\mathbf k$ point along $x$ and set $\theta=ka/4$. Each tetrahedron has two bonds with $u_x=+1/\sqrt3$ and two with $u_x=-1/\sqrt3$, so
\begin{equation}
\sum u_xe^{i\mathbf k\cdot\mathbf R}=\frac{2}{\sqrt3}\left(e^{i\theta}-e^{-i\theta}\right)=\frac{4i}{\sqrt3}\sin\theta ,
\end{equation}
where $\mathbf R=d\,\mathbf u$. The sums over $u_y$ and $u_z$ vanish, because both signs occur at each $R_x$. Both oxygen types give the same result, so an e orbital couples to the in-phase $p_x$ sum. Multiplying by $BQ_{xx}$ and by $\sqrt2$ for the two types,
\begin{equation}
|W_e(k)|=\frac{8\sqrt2}{3}\,|V_\pi Q_{xx}|\sin\frac{ka}{4}.
\end{equation}
For $3x^2-r^2$, $Q_{xx}=1$; for $y^2-z^2$, $Q_{xx}=0$ and the orbital stays unmixed along this line in the model. The limit $k\to0$ recovers the theorem, with a coupling linear in $k$ and a weight quadratic in $k$.

At one tenth of the way to X, $|W_e|=0.47$ eV and (\ref{P}) gives 0.61\% oxygen weight. At X, where $ka/4=\pi/2$, the values are $3.02$ eV and 14.7\%. Along this line the separation of the whole e pair from $2p$ therefore holds only at the zone centre.

\section{Lifting the other assumptions}

\subsection*{Spin-orbit coupling}
Add $\xi\,\mathbf L\cdot\mathbf S$ on Hf. For $\ell=2$, $K=\mathbf L\cdot\mathbf S$ has eigenvalues $1$ and $-\frac32$, so $(K-1)(K+\frac32)=0$, or $K^2=\frac32-\frac12K$. Within the e pair $\mathbf L$ has no elements: $L_z$ annihilates $3z^2-r^2$ and turns $x^2-y^2$ into $xy$, and $L_x$, $L_y$ follow by the threefold turn. Thus the e block of $K$ is zero and that of $K^2$ is $\frac32$. Each e state couples to t$_{2g}$ with strength $\lambda=\sqrt{3/2}\,\xi$.

At $E\simeq\varepsilon_d$, the t$_{2g}$ row of the eigenvalue equation reads $\lambda c_e+Wc_p\simeq0$ if the small spin-orbit shift within t$_{2g}$ is dropped. The oxygen weight is then
\begin{equation}
|c_p|^2\simeq\frac{3\xi^2}{2W^2}=\frac{1.5\times0.20^2}{5.14^2}=0.23\%
\end{equation}
for $\xi=0.20$ eV, a rough size for Hf $5d$. Full diagonalization gives 0.235\%. The estimate uses the common bare energy of the two d sets; with the O--O and Hf--Hf hopping introduced above the weight becomes 0.32\%.

\subsection*{Displaced oxygens}
Move one oxygen by $\boldsymbol\delta$ relative to its four Hf neighbours, and let the hopping scale as (bond length)$^{-q}$. To first order, with all vectors taken from Hf to O,
\begin{equation}
\delta\mathbf u=\frac{\boldsymbol\delta-\mathbf u(\mathbf u\cdot\boldsymbol\delta)}d,\qquad
\delta(\mathbf u^TQ\mathbf u)=\frac{2\mathbf u^TQ\boldsymbol\delta}{d},
\end{equation}
where (\ref{node}) removed one term, and the hopping changes by the factor $1-q\,\mathbf u\cdot\boldsymbol\delta/d$. Over a tetrahedron $\sum u_iu_j=\frac43\delta_{ij}$. The three contributions to the summed coupling are
\begin{align}
\delta\sum T&=\frac{\mathbf n^TQ\boldsymbol\delta}{d}\left[\frac{8A}{3}+\left(4-\frac43\right)B-\frac{4q}{3}B\right]\nonumber\\
&=\frac83\left(V_\sigma-\frac{qV_\pi}{\sqrt3}\right)\frac{\mathbf n^TQ\boldsymbol\delta}{d}.
\end{align}
The last line uses $A+B=V_\sigma$ and $B=2V_\pi/\sqrt3$. With the assumed $q=3.5$ the prefactor is $\frac83(1.80+1.62)=9.1$ eV. A distortion thus admits the $\sigma$ bond, which perfect symmetry had excluded.

In the 12-atom cube the uniform e state has amplitude $\frac12$ on each of four Hf atoms. If all eight oxygens move by $\pm0.025$ nm along $z$, with neighbouring columns opposite (a tetragonal-type pattern), the coupling of $3z^2-r^2$ is
\begin{equation}
\frac{\sqrt8}{2}\times9.1\times\frac{0.025}{0.221}\ \text{eV}\simeq1.5\ \text{eV}.
\end{equation}
Equation (\ref{P}) gives about 5\% oxygen weight for this orbital and none for $x^2-y^2$ at first order, or 2.5\% on average. Diagonalization with the displaced bonds gives an average of 2.4\%.

Vibration acts in the same way. An oxygen oscillator of quantum $\hbar\omega=40$ meV at 300 K has an rms displacement of $0.0071$ nm per axis. Most of this is zero-point motion, whose share of the mean square is $\tanh(\hbar\omega/2k_{\rm B}T)=65\%$. Averaging 200 random sets of oxygen displacements gives 0.69\%.

\section{Beside real hafnia films}

The cube edge is a rough value for cubic hafnia, and $\Delta$ was chosen near its band gap, roughly 5 to 6 eV. The two need not coincide, since further hopping shifts the band edges. The hoppings are round choices, so the $2.95$ eV splitting is an illustration, not a prediction. Ferroelectric hafnia breaks the main assumption: its polar phase is orthorhombic, with oxygens shifted off the fluorite sites. As a crude stand-in, moving half the oxygens of the cubic cell by $0.05$ nm along $z$ gives the e states 3.4\% oxygen weight on average, against 24.8\% in the undistorted t$_{2g}$ level.

These distortion estimates keep the zone-centre e pair and the O $2s$ and $2p$ orbitals. They omit strain, Hf displacements, the zone-centre t$_{2g}$ functions, and the other d states that a larger cell folds to the zone centre. Restoring all twenty d functions of the 12-atom cube leaves the tetragonal-type value unchanged, but it lowers the vibrational oxygen weight of the e-derived states near $\varepsilon_d$ from 0.69\% to about 0.4\%. In the polar stand-in it divides $3z^2-r^2$ mainly between two levels, at $6.3$ and $6.8$ eV, with about 5\% and 10\% oxygen weight. These figures therefore give the order of magnitude only: within the model, the exact zero becomes a small admixture.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Operations in the cubic group: 48
Operations that keep O1 in place: 24
Free coupling constants, e with O 2s: 0
Free coupling constants, e with O 2p: 0
Free coupling constants, t2g with O 2s: 0
Free coupling constants, t2g with O 2p: 1
Free coupling constants, e with O 3d: 1
Gaussian test overlap, sigma: -0.3296
Gaussian test overlap, pi: 0.1854
Plane waves in the crystal test: 749
Crystal test, largest e-O Hamiltonian element below 1e-10 hartree: 1 (1 = yes)
Crystal test, t2g-2p Hamiltonian element: -2.39 eV
Crystal test, t2g-2p overlap, all neighbours: -1.0147
Crystal test, t2g-2p overlap, eight bonds: -1.0252
Control, e-2p overlap after 0.1 bohr O shift: 0.04748
Eigenstates, largest t2g times O amplitude: 0.695
Cube edge a: 0.510 nm
Hf-O bond length: 0.2208 nm
d level minus 2p level: 6.00 eV
O 2s level below 2p: 17.0 eV
V_sigma: 1.80 eV
V_pi: -0.80 eV
V_sd (O 2s to Hf d): -2.00 eV
One bond, 3z2-r2 with p_z (cancels in the sum): -0.533 eV
One bond, yz with p_x (adds up): 0.908 eV
One bond, yz with O 2s (cancels in the sum): -1.155 eV
Coupling W: 5.136 eV
Sigma part of W: 3.394 eV
Pi part of W: 1.742 eV
Bonding t2g level: -2.948 eV
e level: 6.000 eV
Antibonding t2g level: 8.948 eV
Splitting t2g minus e: 2.948 eV
O 2p weight of antibonding t2g: 24.8 %
Hopping used: pp sigma: 0.50 eV
Hopping used: pp pi: -0.10 eV
Hopping used: dd sigma: -0.40 eV
With this hopping, e level: 5.400 eV
With this hopping, antibonding t2g level: 7.902 eV
Spin-orbit constant used: 0.20 eV
O weight of e states from spin-orbit coupling: 0.235 %
At 0.1 of Gamma-X, 3x2-r2 to O coupling: 0.472 eV
At 0.1 of Gamma-X, its O weight: 0.61 %
At 1.0 of Gamma-X, 3x2-r2 to O coupling: 3.017 eV
At 1.0 of Gamma-X, its O weight: 14.74 %
Phonon energy used for O motion: 40 meV
O rms motion per axis at 300 K: 0.0071 nm
e-state O weight from this motion: 0.69 %
Tetragonal-type O shift: 0.025 nm
e-state O weight, tetragonal-type shift: 2.36 %
Polar stand-in, shift of half the O atoms: 0.050 nm
e-state O weight, polar stand-in: 3.38 %
\end{verbatim}
